# Electron density in ellipsoidal valleys and the density-of-states mass of silicon

## The decision in a calculation

A device calculation needs the position of the chemical potential $\mu$ in n-type silicon that holds, say, $10^{17}$ or $10^{20}$ conduction electrons per cm³. Two choices must be made before any number comes out. The first is the mass. The conduction band has six minima, each with a heavy longitudinal mass $m_l$ and two light transverse masses $m_t$, while the usual formula for the effective density of states has room for one mass only. The second is the statistics: whether the exponential $n = N_c e^{\eta}$ is enough or the full Fermi function is needed. Both choices are settled by

$$n = N_c F_{1/2}(\eta), \qquad N_c = 2\left(\frac{m_d\tau}{2\pi}\right)^{3/2}, \qquad m_d = M^{2/3}(m_1m_2m_3)^{1/3},$$

$$F_{1/2}(\eta) = \frac{2}{\sqrt\pi}\int_0^\infty \frac{\sqrt{x}\,dx}{1+e^{x-\eta}}, \qquad \eta = \frac{\mu-E_c}{\tau}.$$

Here $M$ is the number of equivalent valleys, $m_1,m_2,m_3$ are the principal masses of one valley, $E_c$ is the band-edge energy and $\tau = k_BT$. Hartree atomic units are used: $\hbar = m_0 = 1$, energies are in hartree, lengths in bohr and masses in units of the free-electron mass $m_0$.

## Occupation of a level

The electrons are treated as independent: each moves in a fixed periodic potential, and the energy of a configuration is $\sum_s n_sE_s$, where $n_s = 0$ or $1$ by the Pauli principle. In equilibrium at temperature $\tau$ and chemical potential $\mu$, a configuration has weight $\exp[-\sum_s n_s(E_s-\mu)/\tau]$. The exponential of a sum is a product, and the $n_s$ are chosen independently, so the sum over all configurations factorizes:

$$\Xi = \prod_s\left(1+e^{-(E_s-\mu)/\tau}\right).$$

For the mean of $n_s$, the factors of all other levels appear in both numerator and denominator and cancel. What remains is

$$f(E_s) = \frac{0\cdot 1 + 1\cdot e^{-(E_s-\mu)/\tau}}{1+e^{-(E_s-\mu)/\tau}} = \frac{1}{1+e^{(E_s-\mu)/\tau}},$$

where numerator and denominator were multiplied by $e^{(E_s-\mu)/\tau}$.

## Counting Bloch states

Take a cube of side $L$, a whole number of lattice constants, with periodic boundary conditions. A Bloch state is $e^{i\mathbf k\cdot\mathbf r}$ times a lattice-periodic function, so periodicity over the box requires $e^{ik_iL}=1$ along each axis. The allowed points are $\mathbf k = (2\pi/L)(n_1,n_2,n_3)$ with integers $n_i$, one point per volume $(2\pi/L)^3$ of $\mathbf k$-space. Each point carries two spin states of equal energy, which holds in silicon because the crystal has both inversion and time-reversal symmetry. For large $L$ the sum becomes an integral over the Brillouin zone:

$$n = \frac{2}{L^3}\sum_{\mathbf k} f(E(\mathbf k)) \;\to\; \frac{2}{L^3}\,\frac{L^3}{(2\pi)^3}\int d^3k\, f = \frac{2}{(2\pi)^3}\int d^3k\, f(E(\mathbf k)).$$

Near a minimum at $\mathbf k_v$ the gradient of $E$ vanishes, and the Taylor series starts at second order:

$$E(\mathbf k) = E_c + \tfrac12(\mathbf k-\mathbf k_v)^{T}W(\mathbf k-\mathbf k_v), \qquad W_{ij} = \frac{\partial^2E}{\partial k_i\partial k_j}.$$

The matrix $W$ is the inverse mass tensor. It is real and symmetric, so it can be written $W = R\,\mathrm{diag}(1/m_1,1/m_2,1/m_3)\,R^T$ with a rotation $R$, and the $m_i$ are positive at a non-degenerate minimum. In the principal coordinates $\boldsymbol\kappa = R^T(\mathbf k-\mathbf k_v)$,

$$\varepsilon \equiv E-E_c = \frac{\kappa_1^2}{2m_1}+\frac{\kappa_2^2}{2m_2}+\frac{\kappa_3^2}{2m_3},$$

and surfaces of constant energy are ellipsoids with semi-axes $\sqrt{2m_i\varepsilon}$.

Two assumptions enter here. The series is cut at second order (a parabolic band), and the zone integral is replaced by a sum of $M$ valley integrals, each over all of $\boldsymbol\kappa$-space. Both are harmless when $f$, which falls as $e^{-\varepsilon/\tau}$ above $\mu$, is already negligible where the parabola fails.

## Turning the ellipsoid into a sphere

Set $\kappa_i = \sqrt{m_i}\,q_i$. Then $\kappa_i^2/2m_i = q_i^2/2$, and $\varepsilon = q^2/2$ depends only on the length of $\mathbf q$. The whole change of variables is

$$\mathbf k = \mathbf k_v + R\,\mathrm{diag}(\sqrt{m_1},\sqrt{m_2},\sqrt{m_3})\,\mathbf q.$$

The shift has no effect on the volume element, $\det R = 1$, and the determinant of a diagonal matrix is the product of its entries. Hence

$$d^3k = \sqrt{m_1m_2m_3}\;d^3q.$$

Neither $\mathbf k_v$ nor $R$ survives. Valleys with the same $E_c$ and the same three masses hold the same number of electrons, however they are oriented, and the sum over valleys is a factor $M$.

The states below energy $\varepsilon$ fill a sphere of radius $q=\sqrt{2\varepsilon}$. Their number per unit volume of crystal is

$$N(\varepsilon) = M\,\frac{2}{(2\pi)^3}\sqrt{m_1m_2m_3}\;\frac{4\pi}{3}(2\varepsilon)^{3/2} = M\sqrt{m_1m_2m_3}\,\frac{(2\varepsilon)^{3/2}}{3\pi^2},$$

because $2\cdot4\pi/(3\cdot8\pi^3) = 1/3\pi^2$. Since $d(2\varepsilon)^{3/2}/d\varepsilon = \tfrac32\cdot2\,(2\varepsilon)^{1/2} = 3\sqrt{2\varepsilon}$, the density of states, spin included, is

$$g(\varepsilon) = \frac{dN}{d\varepsilon} = \frac{\sqrt2}{\pi^2}\,M\sqrt{m_1m_2m_3}\,\sqrt\varepsilon .$$

## The density-of-states mass

A single isotropic valley ($M=1$, all masses equal to $m$) has $g = \sqrt2\,m^{3/2}\sqrt\varepsilon/\pi^2$. The density-of-states mass $m_d$ is defined as the mass that such a valley would need in order to have the same $g$ as the real set of valleys:

$$m_d^{3/2} = M\sqrt{m_1m_2m_3}.$$

Raising both sides to the power $2/3$ gives $m_d = M^{2/3}(m_1m_2m_3)^{1/3}$: the geometric mean of the principal masses, times $M^{2/3}$. The exponent $2/3$ is there only because $g$ is proportional to $M$ and to $m^{3/2}$. For a single isotropic valley $m_d$ equals the inertial mass $m$. For several or anisotropic valleys it is in general not the mass with which electrons respond to a force, only a way of writing a count of states.

In this convention the valley number is already inside $m_d$. Another convention keeps the single-valley mass $(m_1m_2m_3)^{1/3}$ and writes $M$ in front of $N_c$. Mixing the two makes $N_c$ too large or too small by the factor $M$.

## The integral over energy

Since $f$ depends on $\mathbf k$ only through $\varepsilon$, the density is $n=\int_0^\infty g f\,d\varepsilon$. Put $\varepsilon=\tau x$, so that $\sqrt\varepsilon\,d\varepsilon = \tau^{3/2}\sqrt x\,dx$. The exponent in $f$ is $(E_c+\varepsilon-\mu)/\tau = x-\eta$, with $\eta$ negative when $\mu$ lies in the gap. Then

$$n = \frac{\sqrt2\,(m_d\tau)^{3/2}}{\pi^2}\,I(\eta), \qquad I(\eta)=\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}}.$$

It is convenient to divide $I$ by $\Gamma(3/2)=\int_0^\infty\sqrt x\,e^{-x}dx$, so that the normalized function tends to $e^\eta$ for large negative $\eta$. To evaluate this constant, set $x=t^2$, $dx=2t\,dt$, and integrate by parts with $2te^{-t^2} = -\,d(e^{-t^2})/dt$:

$$\Gamma(\tfrac32)=\int_0^\infty t\cdot2te^{-t^2}dt = \left[-te^{-t^2}\right]_0^\infty+\int_0^\infty e^{-t^2}dt = \int_0^\infty e^{-t^2}dt .$$

The square of $G=\int_{-\infty}^\infty e^{-t^2}dt$ is an integral over the plane, which in polar coordinates is $\int_0^\infty e^{-r^2}2\pi r\,dr=\pi$. So $G=\sqrt\pi$, the half-line gives half of it, and $\Gamma(3/2)=\sqrt\pi/2=0.886227$.

With $I=(\sqrt\pi/2)F_{1/2}$, the prefactor of $(m_d\tau)^{3/2}F_{1/2}$ becomes

$$\frac{\sqrt2}{\pi^2}\cdot\frac{\sqrt\pi}{2} = \frac{1}{\sqrt2\,\pi^{3/2}} = \frac{2}{2\sqrt2\,\pi^{3/2}} = \frac{2}{(2\pi)^{3/2}},$$

and therefore

$$n = 2\left(\frac{m_d\tau}{2\pi}\right)^{3/2}F_{1/2}(\eta) = N_cF_{1/2}(\eta).$$

The symbol $F_{1/2}$ is also used for the bare integral $I$. In that convention the result reads $n=(2/\sqrt\pi)N_cI$, with $2/\sqrt\pi=1.128379$. Writing $n=N_cI$ underestimates the density by the factor $0.886$. A table of values can be identified by its large negative arguments, where the normalized function approaches $e^\eta$.

In ordinary units, $\hbar^2$ is restored in the denominator to give the bracket the dimension of inverse area: $N_c=2(m_dm_0k_BT/2\pi\hbar^2)^{3/2}$.

The integrand obeys $\partial f/\partial\eta=f(1-f)>0$, so $F_{1/2}$ increases strictly, and each $n$ corresponds to exactly one $\eta$.

## Non-degenerate limit

For $\eta<0$ the quantity $u=e^{-(x-\eta)}$ satisfies $u\le e^\eta<1$ for all $x\ge0$. The geometric series $f=u/(1+u)=\sum_{j\ge1}(-1)^{j+1}u^j$ then converges absolutely, with terms bounded by $e^{j\eta}e^{-x}$, and can be integrated term by term. Substituting $y=jx$ gives $\int_0^\infty\sqrt x\,e^{-jx}dx=j^{-3/2}\,\Gamma(3/2)$, so

$$F_{1/2}(\eta)=\sum_{j\ge1}(-1)^{j+1}\frac{e^{j\eta}}{j^{3/2}} = e^\eta\left(1-\frac{e^\eta}{2^{3/2}}+\dots\right).$$

The first term is Boltzmann statistics, $n=N_ce^\eta$, whose error relative to the exact density is $e^\eta/F_{1/2}-1\approx e^\eta/2^{3/2}$ for $e^\eta\ll1$. Because $u/(1+u)<u$ for every $u>0$, the bound $F_{1/2}<e^\eta$ holds for all $\eta$. The Boltzmann formula always overestimates $n$ at given $\mu$, since it ignores the Pauli limit $f\le1$, and so it places $\mu$ too low at given $n$.

Replacing $f$ by $u=e^\eta e^{-\varepsilon/\tau}$ in the original sum identifies

$$N_c=\frac{2}{L^3}\sum_{\mathbf k}e^{-\varepsilon/\tau}.$$

The band acts like $N_c$ levels per unit volume, all placed at $E_c$. This holds for sparse occupation only. $N_c$ is not a capacity, and $n$ can exceed it.

## Degenerate limit

For $\eta\gg1$ write $f$ as a function of $y=x-\eta$ and integrate by parts. The boundary term $\tfrac23x^{3/2}f$ vanishes at both ends, so

$$I=\frac23\int_{-\eta}^\infty(\eta+y)^{3/2}\,(-f'(y))\,dy, \qquad -f'(y)=\frac{e^y}{(1+e^y)^2}.$$

The weight $-f'$ is even in $y$ (divide numerator and denominator by $e^{2y}$), has total integral $f(-\infty)-f(\infty)=1$, and decays as $e^{-|y|}$. Expand

$$(\eta+y)^{3/2}=\eta^{3/2}+\tfrac32\eta^{1/2}y+\tfrac38\eta^{-1/2}y^2+\dots$$

and move the lower limit to $-\infty$, which changes each term only by an amount that carries a factor $e^{-\eta}$. The linear term is odd and drops out. For the quadratic term, use evenness, integrate by parts, and apply the geometric series with $\int_0^\infty ye^{-jy}dy=1/j^2$:

$$\int_{-\infty}^\infty y^2(-f')\,dy=2\int_0^\infty y^2(-f')\,dy=4\int_0^\infty yf\,dy=4\sum_{j\ge1}\frac{(-1)^{j+1}}{j^2}.$$

The sum follows from the Fourier series of $x^2$ on $[-\pi,\pi]$. Its mean is $\pi^2/3$, and two integrations by parts give $\frac1\pi\int_{-\pi}^\pi x^2\cos jx\,dx=4(-1)^j/j^2$. At $x=0$ the series reads $0=\pi^2/3-4\sum(-1)^{j+1}/j^2$, so the moment equals $\pi^2/3=3.289868$, which numerical quadrature confirms. With $\tfrac38\cdot\tfrac{\pi^2}{3}=\tfrac{\pi^2}{8}$,

$$F_{1/2}(\eta)\approx\frac{2}{\sqrt\pi}\cdot\frac23\,\eta^{3/2}\left(1+\frac{\pi^2}{8\eta^2}\right)=\frac{4}{3\sqrt\pi}\,\eta^{3/2}\left(1+\frac{\pi^2}{8\eta^2}\right).$$

The Taylor series diverges for $|y|>\eta$, where the weight $-f'$ is small but not zero, so this expansion is asymptotic: at fixed large $\eta$ its terms first shrink and then grow, and the larger $\eta$ is, the later the growth sets in. At $\eta=30$ it gives $123.77718$ against $123.77735$ from quadrature, and at $\eta=5$ it gives $8.825480$ against $8.844209$. In the leading term, $\tau^{3/2}$ from $N_c$ combines with $\eta^{3/2}$ into $(\mu-E_c)^{3/2}$, with coefficient

$$\frac{2m_d^{3/2}}{(2\pi)^{3/2}}\cdot\frac{4}{3\sqrt\pi}=\frac{8\,m_d^{3/2}}{2^{3/2}\cdot3\pi^2}=\frac{2^{3/2}m_d^{3/2}}{3\pi^2}.$$

This is $N(\mu-E_c)$, the count of all states below $\mu$, as it must be at zero temperature.

## Silicon

The six minima lie on the $\pm x$, $\pm y$ and $\pm z$ axes of $\mathbf k$-space. The symmetry about each axis makes the two transverse directions equivalent, so the principal masses are $(m_l,m_t,m_t)$. Take $m_l=0.98$ and $m_t=0.19$ as chosen inputs, roughly typical of silicon. Then

$$m_t^2=0.0361,\qquad m_lm_t^2=0.98\times0.0361=0.035378,\qquad (0.035378)^{1/3}=0.328280,$$

$$m_d=6^{2/3}\times0.328280=3.301927\times0.328280=1.083957\approx1.08\,m_0 .$$

The second decimal depends on the inputs. With $m_l=0.92$ and the same $m_t$ the result is $1.0614$, because $m_d\propto m_l^{1/3}$.

Transport involves a different average. The velocity is $\nabla_{\mathbf k}E=W(\mathbf k-\mathbf k_v)$ and a force $\mathbf F$ gives $d\mathbf k/dt=\mathbf F$, so the acceleration is $W\mathbf F$. For a force along $x$, two valleys respond with $1/m_l$ and four with $1/m_t$. With equal populations the mean is $(2/m_l+4/m_t)/6=(1/m_l+2/m_t)/3$, the same for $y$ and $z$. Its inverse, the conductivity mass $3/(1/m_l+2/m_t)=0.2598$, belongs in the mobility (when the relaxation time is the same along and across the valley axis) and not in $N_c$.

## Worked example at 300 K

At $T=300$ K, $\tau=9.500435\times10^{-4}$ hartree, or $25.852$ meV. Then

$$\frac{m_d\tau}{2\pi}=\frac{1.083957\times9.500435\times10^{-4}}{2\pi}=1.638987\times10^{-4}\ \text{bohr}^{-2},$$

$$N_c=2\,(1.638987\times10^{-4})^{3/2}=4.196559\times10^{-6}\ \text{bohr}^{-3}.$$

With $1\ \text{bohr}^{-3}=6.74833\times10^{24}\ \text{cm}^{-3}$ this is $2.83198\times10^{19}\ \text{cm}^{-3}$. Each valley supplies one sixth, $6.994264\times10^{-7}\ \text{bohr}^{-3}$. The density of states is $g=C\sqrt\varepsilon$ with $m_d^{3/2}=6\times0.18809=1.12854$ and $C=\sqrt2\times1.12854/\pi^2=0.161709\ \text{hartree}^{-3/2}\,\text{bohr}^{-3}$. The closeness of $1.12854$ to $2/\sqrt\pi=1.128379$ is an accident of the chosen masses.

The values of $F_{1/2}$ below come from numerical quadrature after the substitution $x=t^2$.

| $\eta$ | $F_{1/2}$ | $n$ (bohr⁻³) | $n$ (cm⁻³) | $e^\eta/F_{1/2}$ |
|---|---|---|---|---|
| $-5$ | 0.006722 | $2.820908\times10^{-8}$ | $1.9036\times10^{17}$ | 1.0024 |
| $-2$ | 0.129299 | $5.426088\times10^{-7}$ | $3.6617\times10^{18}$ | 1.0467 |
| $0$ | 0.765147 | $3.210984\times10^{-6}$ | $2.1669\times10^{19}$ | 1.3069 |
| $2$ | 2.823721 | $1.184991\times10^{-5}$ | $7.9967\times10^{19}$ | 2.6168 |
| $5$ | 8.844209 | $3.711524\times10^{-5}$ | $2.5047\times10^{20}$ | 16.7808 |

The estimate $e^\eta/2^{3/2}$ of the Boltzmann error is $0.00238$ at $\eta=-5$ and $0.04785$ at $\eta=-2$, close to the excess over 1 in the last column. With $\mu$ exactly at the band edge, $n$ is $0.765\,N_c$ and not $N_c$.

For the two densities of the opening question, $F_{1/2}(\eta)=n/N_c$ was solved by numerical root finding.

At $n=10^{17}\ \text{cm}^{-3}=1.48185\times10^{-8}\ \text{bohr}^{-3}$ the ratio is $n/N_c=0.003531$. The root is $\eta=-5.6449$, and the Boltzmann value is $\ln(n/N_c)=-5.6461$. Then $\mu-E_c=-5.6449\times9.500435\times10^{-4}=-5.3629\times10^{-3}$ hartree, or $-145.93$ meV. The exponential is adequate.

At $n=10^{20}\ \text{cm}^{-3}=1.48185\times10^{-5}\ \text{bohr}^{-3}$ the ratio is $3.531101$. The root is $\eta=2.4542$, giving $\mu-E_c=2.4542\times9.500435\times10^{-4}=2.3316\times10^{-3}$ hartree, or $63.45$ meV inside the band. The Boltzmann value $1.2616$ is low by more than one $\tau$, and the Fermi integral is required. In both cases $n$ is the density of band electrons. It equals the donor density only if all donors are ionized and there are no compensating acceptors.

The formulas were also tested against the defining sums, with no use of the sphere map. The box lengths used are not whole numbers of lattice constants, which the parabolic model does not require. Counting the allowed points of a periodic box with $L=6000$ bohr that lie below $\varepsilon=10\tau$, over six valleys and two spins, gives $21\,562\,716$ states, against $L^3N(\varepsilon)=21\,563\,083$. The relative difference of $-1.70\times10^{-5}$ comes from the discrete grid at the sharp ellipsoidal surface. For $L=2000$ bohr the sum $(2/L^3)\sum_{\mathbf k}f$ reproduces the third column of the table in all seven digits shown. The sum $(2/L^3)\sum e^{-\varepsilon/\tau}$ gives $4.196559\times10^{-6}\ \text{bohr}^{-3}$, and solving the expression for $N_c$ for the mass returns $1.083957$. A single valley with masses $0.98$, $0.19$, $0.40$, tilted away from the box axes, gives $1.599015\times10^{-6}\ \text{bohr}^{-3}$ at $\eta=1$ by both sum and formula. These sums test the algebra of the parabolic model. They do not test the model itself.

## Where the result fails

The extension of each valley to infinity can be judged from the distance to the zone face. Choose a lattice constant $a=10.26$ bohr and a valley centre at $0.85\,(2\pi/a)=0.5205\ \text{bohr}^{-1}$, both as model inputs rather than measured values (silicon has a lattice constant of about 10 bohr and its valleys near 0.85 of the way to the zone face). The face along the valley axis lies at $2\pi/a$, a distance $\Delta=0.0919\ \text{bohr}^{-1}$ away, to be compared with the thermal wavevector $\sqrt{2m_l\tau}=0.0432\ \text{bohr}^{-1}$. The parabolic energy there is $\Delta^2/2m_l=4.532\,\tau$.

In the Boltzmann limit the weight $e^{-\varepsilon/\tau}$ is a product of three Gaussians, and the two transverse ones cancel in the share of electrons with $\kappa_l>\Delta$. With $s=\kappa_l/\sqrt{2m_l\tau}$, $s_0=\Delta/\sqrt{2m_l\tau}$ and $\mathrm{erfc}(z)=(2/\sqrt\pi)\int_z^\infty e^{-s^2}ds$,

$$\frac{\int_{s_0}^\infty e^{-s^2}ds}{\int_{-\infty}^\infty e^{-s^2}ds}=\frac{(\sqrt\pi/2)\,\mathrm{erfc}(s_0)}{\sqrt\pi}=\tfrac12\,\mathrm{erfc}(s_0)=0.00130 .$$

For a non-degenerate gas at 300 K the extension therefore affects about one electron in a thousand. The row $\eta=5$ is different: there $\mu$ lies above the energy $4.532\,\tau$ of the zone face, so the occupied ellipsoids reach past it. In silicon the lowest conduction band meets the next one at the centre of that face, so states do exist where the parabola continues, but their energies need the real band structure. That row therefore relies on the parabola at and beyond the zone face, where it is not justified.

Four further conditions limit the result. Real bands depart from the parabola as $\varepsilon$ grows, which changes $g$. A common model replaces $\varepsilon=q^2/2$ by $\varepsilon(1+\alpha\varepsilon)=q^2/2$. Then $N\propto[\varepsilon(1+\alpha\varepsilon)]^{3/2}$ and $g\propto\sqrt{\varepsilon(1+\alpha\varepsilon)}\,(1+2\alpha\varepsilon)\approx\sqrt\varepsilon\,(1+\tfrac52\alpha\varepsilon)$. The Boltzmann mean of $\varepsilon$ over $\sqrt\varepsilon\,e^{-\varepsilon/\tau}$ is $\tfrac32\tau$, so $N_c$ grows by the factor $1+\tfrac{15}{4}\alpha\tau$. With $\alpha=0.5\ \text{eV}^{-1}$ as a chosen input, roughly typical of silicon, this factor is $1.048$ at 300 K. The correction is thus about five percent even for a non-degenerate gas, far more than the zone-face share above, and it grows with temperature and with $\eta$. At densities such as $10^{20}\ \text{cm}^{-3}$ the ionized donors and the interaction between electrons lower the band edge and smear it into a tail, so the value $63.45$ meV holds for a rigid parabolic band only. Third, the factor $M^{2/3}$ assumes equal valley energies. Strain shifts the minima to different energies $E_v$, and the valley sum must then be kept as $n=\sum_vN_{c,v}F_{1/2}\big((\mu-E_v)/\tau\big)$, with $N_{c,v}=2\big((m_lm_t^2)^{1/3}\tau/2\pi\big)^{3/2}$ for each valley. If two valleys lie many $\tau$ below the other four and $\mu$ stays well below the upper set, only $M=2$ contributes. Finally, confinement in a thin layer quantizes one direction, the volume $d^3k$ no longer counts the states, and the $\sqrt\varepsilon$ law is lost.

## Numbers as computed

```
inputs: ml = 0.98 m0, mt = 0.19 m0, M = 6, T = 300 K
inputs: a = 10.26 bohr, valley at 0.85 (2pi/a) = 0.5205 bohr^-1
1 hartree = 27.21139 eV, 1 bohr^-3 = 6.74833e+24 cm^-3
kT = 9.500435e-04 hartree = 25.852 meV
Gamma(3/2) = 0.886227, 2/sqrt(pi) = 1.128379
mt^2 = 0.0361 m0^2, ml mt^2 = 0.035378 m0^3
sqrt(ml mt^2) = 0.188090 m0^(3/2)
(ml mt^2)^(1/3) = 0.328280 m0, 6^(2/3) = 3.301927
md formula = 1.083957 m0, md from box sum = 1.083957 m0
md^(3/2) = 1.128542 m0^(3/2)
md for ml = 0.92 m0: 1.0614 m0
conductivity mass = 0.2598 m0
g prefactor C = 0.161709 hartree^(-3/2) bohr^-3
md kT/2pi = 1.638987e-04 bohr^-2
Nc = 4.196559e-06 bohr^-3 = 2.83198e+19 cm^-3
Nc box sum (L = 2000 bohr) = 4.196559e-06 bohr^-3
Nc per valley = 6.994264e-07 bohr^-3
states below 10 kT, L = 6000 bohr: counted 21562716, formula 21563083
count/formula - 1 = -1.70e-05
eta, F_1/2, n (bohr^-3), n box sum (bohr^-3), n (cm^-3), e^eta/F
-5  0.006722  2.820908e-08  2.820908e-08  1.9036e+17  1.0024
-2  0.129299  5.426088e-07  5.426088e-07  3.6617e+18  1.0467
+0  0.765147  3.210984e-06  3.210984e-06  2.1669e+19  1.3069
+2  2.823721  1.184991e-05  1.184991e-05  7.9967e+19  2.6168
+5  8.844209  3.711524e-05  3.711524e-05  2.5047e+20  16.7808
e^eta/2^(3/2): eta=-5 0.00238, eta=-2 0.04785
eta = 5: large-eta form 8.825480, F 8.844209
eta = 30: large-eta form 123.77718, F 123.77735
second moment of -f' = 3.289868 (pi^2/3 = 3.289868)
tilted valley: masses 0.98, 0.19, 0.40 m0, eta = 1
  n box = 1.599015e-06, n formula = 1.599015e-06 bohr^-3
n = 1e+17 cm^-3 = 1.48185e-08 bohr^-3, n/Nc = 0.003531
  eta = -5.6449, Boltzmann ln(n/Nc) = -5.6461
  mu - Ec = -5.36290e-03 hartree = -145.93 meV
n = 1e+20 cm^-3 = 1.48185e-05 bohr^-3, n/Nc = 3.531101
  eta = 2.4542, Boltzmann ln(n/Nc) = 1.2616
  mu - Ec = 2.33162e-03 hartree = 63.45 meV
zone-face distance = 0.0919 bohr^-1, sqrt(2 ml kT) = 0.0432 bohr^-1
energy at zone face = 4.532 kT
Boltzmann share beyond zone face = 0.00130
```
